# Negative-energy content of a Gaussian Dirac packet without lower components: a numerical check

```python
"""Negative-energy content of a Gaussian Dirac packet with upper components only.

Result under test (hbar = c = m = 1, lengths in reduced Compton lengths):
    psi(x) = (pi d^2)^(-3/4) exp(-r^2/(2 d^2)) chi,  chi has no lower components
    P_minus = average of (1 - m/E)/2 over |phi(p)|^2
            = 1/2 - d^3/(2 sqrt(pi)) exp(d^2/2) [K1(d^2/2) - K0(d^2/2)]
Symbols: d = width, p = momentum, E = sqrt(p^2 + 1), K0 and K1 = modified
Bessel functions, P_minus = probability of negative energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import kve

# Dirac matrices in the Dirac representation
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli])
beta = np.diag([1.0, 1.0, -1.0, -1.0])
# a general upper spinor, so that no special spin direction is favoured
chi = np.array([np.cos(0.4), np.exp(0.7j) * np.sin(0.4), 0, 0])


def spectral_content(momenta, weights):
    """Negative-energy weight and mean energy by diagonalizing H(p)."""
    hamiltonians = np.einsum('nk,kij->nij', momenta, alpha) + beta
    energies, vectors = np.linalg.eigh(hamiltonians)
    amplitudes = np.einsum('nij,i->nj', vectors.conj(), chi)
    probabilities = np.abs(amplitudes)**2 * weights[:, None]
    return probabilities[energies < 0].sum(), (probabilities * energies).sum()


def by_shells(d):
    """Diagonalization on momentum shells and directions."""
    x, wx = np.polynomial.legendre.leggauss(120)
    s, ws = 4 * (x + 1), 4 * wx                 # s = p d from 0 to 8
    radial = 4 / np.sqrt(np.pi) * s**2 * np.exp(-s**2) * ws
    cosines, wc = np.polynomial.legendre.leggauss(4)
    angles = 2 * np.pi * np.arange(5) / 5
    S, C, A = np.meshgrid(s, cosines, angles, indexing='ij')
    sine = np.sqrt(1 - C**2)
    momenta = np.stack([S * sine * np.cos(A), S * sine * np.sin(A), S * C],
                       axis=-1).reshape(-1, 3) / d
    weights = (radial[:, None, None] * wc[None, :, None] / 2
               * np.ones(5)[None, None, :] / 5).ravel()
    return spectral_content(momenta, weights)


def by_position_grid(d, n=32, step=0.4):
    """Packet on a position grid, discrete Fourier transform, diagonalization."""
    x = step * d * (np.arange(n) - n // 2)
    g = np.exp(-x**2 / (2 * d**2))
    packet = g[:, None, None] * g[None, :, None] * g[None, None, :]
    density = np.abs(np.fft.fftn(packet))**2
    p = 2 * np.pi * np.fft.fftfreq(n, step * d)
    momenta = np.stack(np.meshgrid(p, p, p, indexing='ij'), axis=-1)
    return spectral_content(momenta.reshape(-1, 3),
                            (density / density.sum()).ravel())


def average_formula(d):
    """Quadrature of (1 - m/E)/2 over the Gaussian momentum density."""
    def integrand(s):
        return (4 / np.sqrt(np.pi) * s**2 * np.exp(-s**2)
                * 0.5 * (1 - 1 / np.sqrt(1 + (s / d)**2)))
    return quad(integrand, 0, 10, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def mean_m_over_E(d):
    z = d**2 / 2                                # kve contains the factor exp(z)
    return d**3 / np.sqrt(np.pi) * (kve(1, z) - kve(0, z))


def closed_form(d):
    return 0.5 * (1 - mean_m_over_E(d))


def wide_limit(d):
    return 3 / (8 * d**2) - 45 / (64 * d**4)


def narrow_limit(d):
    return (0.5 - d / np.sqrt(np.pi) - d**3 / (2 * np.sqrt(np.pi))
            * (1 + np.euler_gamma + np.log(d**2 / 4)))


compton_pm = const.hbar / (const.m_e * const.c) * 1e12
print(f"reduced Compton length of the electron: {compton_pm:.6f} pm")
widths = [0.1, 1.0, 10.0]
for d in widths:
    shells, energy = by_shells(d)
    average = average_formula(d)
    closed = closed_form(d)
    assert abs(shells - average) < 1e-8
    assert abs(closed - average) < 1e-9
    assert abs(energy - 1) < 1e-8
    print(f"width d = {d:g} reduced Compton lengths = {d * compton_pm:.5f} pm")
    print(f"  mean of m/E (closed form): {mean_m_over_E(d):.6f}")
    print(f"  P_minus, closed form: {closed:.6f}")
    print(f"  P_minus, quadrature of the average: {average:.6f}")
    print(f"  P_minus, diagonalization on shells: {shells:.6f}")
    print(f"  mean energy: {energy:.6f} m c^2")

# The periodic box of the grid is 12.8 d long; its images limit the accuracy
for d in (1.0, 10.0):
    grid, grid_energy = by_position_grid(d)
    assert abs(grid - average_formula(d)) < 1e-5
    assert abs(grid_energy - 1) < 1e-8
    print(f"P_minus from the position grid, d = {d:g}: {grid:.6f}")

# Limiting expansions: the size of the error must follow the first omitted term
error_10 = abs(closed_form(10.0) - wide_limit(10.0))
error_20 = abs(closed_form(20.0) - wide_limit(20.0))
assert error_10 < 3e-6 and 58 < error_10 / error_20 < 66
assert abs(closed_form(0.1) - narrow_limit(0.1)) < 2e-5
assert abs(closed_form(0.05) - narrow_limit(0.05)) < 1e-6
print(f"wide packet, d = 10, leading term 3/(8 d^2): {3 / 800:.6f}")
print(f"wide packet, d = 10, two terms: {wide_limit(10.0):.6f}")
print(f"wide packet, error ratio d = 10 to d = 20: {error_10 / error_20:.1f}")
print(f"narrow packet, d = 0.1, 1/2 - d/sqrt(pi): "
      f"{0.5 - 0.1 / np.sqrt(np.pi):.6f}")
print(f"narrow packet, d = 0.1, with cubic term: {narrow_limit(0.1):.6f}")

# P_minus must fall steadily with the width and stay below one half
scan = np.array([average_formula(d) for d in np.geomspace(0.05, 20, 25)])
assert np.all(np.diff(scan) < 0) and scan[0] < 0.5

print("P_minus under other readings of the width w:")
for w in widths:
    as_deviation = average_formula(np.sqrt(2) * w)
    as_full_compton = average_formula(2 * np.pi * w)
    print(f"  w = {w:g}: coordinate standard deviation w hbar/(mc): "
          f"{as_deviation:.6f}")
    print(f"  w = {w:g}: d = w h/(mc): {as_full_compton:.6f}")

print("tests ok")
```

Running it gives:

```
reduced Compton length of the electron: 0.386159 pm
width d = 0.1 reduced Compton lengths = 0.03862 pm
  mean of m/E (closed form): 0.110325
  P_minus, closed form: 0.444837
  P_minus, quadrature of the average: 0.444837
  P_minus, diagonalization on shells: 0.444837
  mean energy: 1.000000 m c^2
width d = 1 reduced Compton lengths = 0.38616 pm
  mean of m/E (closed form): 0.680921
  P_minus, closed form: 0.159540
  P_minus, quadrature of the average: 0.159540
  P_minus, diagonalization on shells: 0.159540
  mean energy: 1.000000 m c^2
width d = 10 reduced Compton lengths = 3.86159 pm
  mean of m/E (closed form): 0.992637
  P_minus, closed form: 0.003682
  P_minus, quadrature of the average: 0.003682
  P_minus, diagonalization on shells: 0.003682
  mean energy: 1.000000 m c^2
P_minus from the position grid, d = 1: 0.159538
P_minus from the position grid, d = 10: 0.003682
wide packet, d = 10, leading term 3/(8 d^2): 0.003750
wide packet, d = 10, two terms: 0.003680
wide packet, error ratio d = 10 to d = 20: 62.2
narrow packet, d = 0.1, 1/2 - d/sqrt(pi): 0.443581
narrow packet, d = 0.1, with cubic term: 0.444826
P_minus under other readings of the width w:
  w = 0.1: coordinate standard deviation w hbar/(mc): 0.423236
  w = 0.1: d = w h/(mc): 0.237583
  w = 1: coordinate standard deviation w hbar/(mc): 0.107688
  w = 1: d = w h/(mc): 0.009078
  w = 10: coordinate standard deviation w hbar/(mc): 0.001858
  w = 10: d = w h/(mc): 0.000095
tests ok
```
